# The small-component norm of the hydrogenic Dirac 1s state

**Question**

I am trying to work out how much of a relativistic 1s electron sits in the lower two components of its Dirac spinor. The exercise says that for one electron and a point nucleus of charge $Z$ the small component carries the fraction

$$
w=\frac{1-\gamma}{2},\qquad \gamma=\sqrt{1-(Z\alpha)^2},
$$

of the norm, where $\alpha$ is the fine-structure constant. It then asks for the values at $Z=1,\,29,\,47$ and $79$.

I took the usual approximation $v\approx \boldsymbol\sigma\cdot\mathbf p\,u/(2c)$ for the lower part $v$ in terms of the upper part $u$, put in the Schrödinger 1s function, and found $(Z\alpha)^2/4$. That has no square root in it. Is my estimate wrong, and how does one get $\gamma$ without first learning the whole theory of the radial Dirac equation?

**Answer**

Your estimate is the weak-field limit of the stated result. A consistent derivation of the full expression has to keep two terms that the approximation drops, solve for the upper part together with the lower one instead of taking it from the Schrödinger equation, and divide by the norm of the whole spinor. For the 1s state this can be done with a short trial solution.

**The equations**

I use atomic units, $\hbar=m=e=1$, so that $c=1/\alpha$. The nucleus is a fixed point charge, and the rest energy $c^2$ is subtracted, so a bound electron has $E<0$. The Hamiltonian is

$$
H=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2-\frac{Z}{r}.
$$

"Large" and "small" refer to the standard representation, in which $\beta=\mathrm{diag}(1,1,-1,-1)$ and $\boldsymbol\alpha$ has $\boldsymbol\sigma$ in its off-diagonal blocks. In another representation the split would be different. With upper part $u$ and lower part $v$, $H\psi=E\psi$ reads

$$
c\,\boldsymbol\sigma\cdot\mathbf p\,v-\frac Zr u=E\,u,
\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,u-\left(2c^2+\frac Zr\right)v=E\,v .
$$

The second equation gives

$$
v=\frac{c\,\boldsymbol\sigma\cdot\mathbf p\,u}{2c^2+E+Z/r}.
$$

Your approximation neglects $E+Z/r$ beside $2c^2$. Close to the nucleus $Z/r$ exceeds any fixed number, so there the neglect is not justified.

**A trial solution**

The Schrödinger 1s function is spherical and has no nodes. This suggests

$$
u=\varphi(r)\,\chi,\qquad
v=i\,b\,\varphi(r)\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\,\chi,
\qquad \varphi=r^{\,s-1}e^{-\lambda r},
$$

where $\chi$ is a constant two-component spinor with $\chi^\dagger\chi=1$, and $b$, $s$, $\lambda$ are real numbers to be found. The factor $\boldsymbol\sigma\cdot\hat{\mathbf r}$ appears because $\boldsymbol\sigma\cdot\mathbf p$ acting on a spherical function produces it. Using the same $\varphi$ in both parts is a guess, justified if both equations can be satisfied. An overall normalization constant is left out, since it cancels in the fraction.

Two derivatives are needed. The gradient of a spherical function is radial, so

$$
(\boldsymbol\sigma\cdot\nabla)\varphi=(\boldsymbol\sigma\cdot\hat{\mathbf r})\,\varphi'.
$$

For the other, use $\sigma_i\sigma_j=\delta_{ij}+i\sum_k\epsilon_{ijk}\sigma_k$:

$$
(\boldsymbol\sigma\cdot\nabla)(\boldsymbol\sigma\cdot\hat{\mathbf r}\,\varphi)
=\nabla\cdot(\hat{\mathbf r}\varphi)+i\boldsymbol\sigma\cdot\nabla\times(\hat{\mathbf r}\varphi).
$$

The curl vanishes, because $\hat{\mathbf r}\varphi(r)$ is the gradient of a spherical function. The divergence is

$$
\nabla\cdot\left(\mathbf r\,\frac{\varphi}{r}\right)
=3\frac{\varphi}{r}+r\left(\frac{\varphi}{r}\right)'
=3\frac{\varphi}{r}+\varphi'-\frac{\varphi}{r}
=\varphi'+\frac{2\varphi}{r}.
$$

Now insert these with $\mathbf p=-i\nabla$. In the upper equation $(-i)(ib)=b$, and the common $\chi$ drops out:

$$
c\,b\left(\varphi'+\frac{2\varphi}{r}\right)-\frac Zr\varphi=E\varphi .
$$

In the lower equation every term contains $(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi$, which is nonzero because $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$. Removing it and dividing by $i$ turns the factor $-i$ of the first term into $-1$:

$$
-c\,\varphi'-b\left(2c^2+\frac Zr\right)\varphi=E\,b\,\varphi .
$$

**Matching powers of $r$**

From the form of $\varphi$,

$$
\varphi'=\left(\frac{s-1}{r}-\lambda\right)\varphi .
$$

After division by $\varphi$ the two equations are

$$
c\,b\left(\frac{s+1}{r}-\lambda\right)-\frac Zr=E,
\qquad
\frac{c(1-s)}{r}+c\lambda-2bc^2-\frac{bZ}{r}=E\,b .
$$

They must hold at every $r>0$, so the $1/r$ terms and the constants match separately:

$$
\begin{aligned}
c\,b\,(1+s)&=Z, &\quad (1)\\
E&=-c\,b\,\lambda, &\quad (2)\\
c\,(1-s)&=bZ, &\quad (3)\\
c\lambda&=b\,(2c^2+E). &\quad (4)
\end{aligned}
$$

Condition (1) gives $b=Z/[c(1+s)]$. Put this into (3) and multiply by $(1+s)/c$:

$$
1-s^2=\frac{Z^2}{c^2}=(Z\alpha)^2
\quad\Longrightarrow\quad s=\pm\gamma .
$$

This is where the square root comes from: it is fixed by the $1/r$ terms, which dominate near the nucleus.

To choose the sign, look at the norm. Near $r=0$ its integrand behaves as $r^2\varphi^2\sim r^{2s}$. For $s=-\gamma$ this is $r^{-2\gamma}$, whose integral diverges at the origin when $\gamma\ge 1/2$. The smallest $\gamma$ among your four cases is $0.817$, so $s=+\gamma$ in all of them. For $\gamma<1/2$, that is $Z\alpha>\sqrt3/2$, normalizability alone would not decide and a further condition at the nucleus would be needed.

With $s=\gamma$,

$$
b=\frac{Z\alpha}{1+\gamma},\qquad
b^2=\frac{1-\gamma^2}{(1+\gamma)^2}=\frac{1-\gamma}{1+\gamma},\qquad
1+b^2=\frac{2}{1+\gamma}.
$$

Conditions (2) and (4) remain. Inserting (2) into (4) gives $c\lambda=2bc^2-cb^2\lambda$. Divide by $c$ and collect $\lambda$:

$$
\lambda(1+b^2)=2bc
\quad\Longrightarrow\quad
\lambda=bc(1+\gamma)=Z,
$$

where the last equality is (1). Then (2) gives

$$
E=-c\,b\,Z=-\frac{Z^2}{1+\gamma}
=-c^2\,\frac{1-\gamma^2}{1+\gamma}
=-c^2(1-\gamma).
$$

All four conditions are satisfied, so the trial form is a solution. When $c\to\infty$ at fixed $Z$, $\gamma\to1$, and therefore $b\to0$, $\varphi\to e^{-Zr}$ and $E\to-Z^2/2$. These are the Schrödinger 1s function and energy, which identifies the state.

**The fraction**

The two densities are

$$
u^\dagger u=\varphi^2,\qquad
v^\dagger v=b^2\varphi^2\,\chi^\dagger(\boldsymbol\sigma\cdot\hat{\mathbf r})^2\chi=b^2\varphi^2 .
$$

Their ratio is $b^2$ at every point, so no radial integral has to be evaluated:

$$
w=\frac{\int v^\dagger v\,d^3r}{\int (u^\dagger u+v^\dagger v)\,d^3r}
=\frac{b^2}{1+b^2}
=\frac{1-\gamma}{1+\gamma}\cdot\frac{1+\gamma}{2}
=\frac{1-\gamma}{2}.
$$

Comparison with the energy gives a useful reading:

$$
w=\frac{-E}{2c^2}.
$$

For this state the small-component fraction is the binding energy divided by twice the rest energy.

It is not the probability of finding a positron. If you remove the nucleus from the expression for $v$ above, a free electron with kinetic energy $E>0$ has $v=c\,\boldsymbol\sigma\cdot\mathbf p\,u/(2c^2+E)$. This is nonzero whenever the electron moves, although the state has positive energy.

**What your estimate leaves out**

For the Schrödinger function $e^{-Zr}$ the gradient has magnitude $Ze^{-Zr}$, so $\langle p^2\rangle=Z^2$. Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, your approximation gives $\langle p^2\rangle/(4c^2)=(Z\alpha)^2/4$, as you found. Because $u$ was normalized to one, this number estimates the ratio $\int v^\dagger v\,d^3r/\int u^\dagger u\,d^3r$, which agrees with the fraction $w$ only to leading order in $(Z\alpha)^2$. To compare it with $w$, use $1-\gamma=(1-\gamma^2)/(1+\gamma)=(Z\alpha)^2/(1+\gamma)$:

$$
w=\frac{(Z\alpha)^2}{2(1+\gamma)}
=\frac{(Z\alpha)^2}{4}\cdot\frac{2}{1+\gamma}.
$$

The last factor tends to 1 for small $Z\alpha$ and increases with $Z$, because $\gamma$ decreases. The fraction therefore grows faster than $Z^2$. This factor combines two effects. The exact ratio of the two norms is $b^2=\frac{(Z\alpha)^2}{4}\left(\frac{2}{1+\gamma}\right)^2$, larger than your estimate by the square of the factor, which is $1.21$ at $Z=79$. Dividing by the full norm, $1+b^2=2/(1+\gamma)$, then removes one power of it. The growth of the ratio comes from the term $E$: condition (4) with $\lambda=Z$ gives $b=cZ/(2c^2+E)$, and $2c^2+E=c^2(1+\gamma)$. The term $Z/r$ in the denominator and the factor $r^{\gamma-1}$ in $\varphi$ cancel each other in the ratio, by condition (3). Restoring $Z/r$ while keeping the Schrödinger function therefore does not improve the estimate.

**The four values**

For $Z=79$, with $\alpha=0.007297353$,

$$
Z\alpha=79\times0.007297353=0.57649,\qquad
\gamma=\sqrt{1-0.57649^2}=0.81710,
$$

$$
w=\frac{1-0.81710}{2}=0.0914 .
$$

The energy follows from the electron rest energy, $510999$ eV:

$$
E=-510999\ \text{eV}\times(1-0.81710)\approx-9.35\times10^4\ \text{eV}.
$$

The middle two charges go the same way:

$$
w(29)=\frac{1-0.97735}{2}=0.0113,\qquad
w(47)=\frac{1-0.93934}{2}=0.0303 .
$$

For $Z=1$, $\gamma$ is so close to 1 that the subtraction loses digits. The equivalent form without a subtraction is safer:

$$
w(1)=\frac{(Z\alpha)^2}{2(1+\gamma)}
=\frac{0.007297^2}{2\times1.999973}=1.33\times10^{-5}.
$$

| $Z$ | $\gamma$ | $w$ in percent | $E$ in eV |
|---|---|---|---|
| 1 | 0.99997 | 0.00133 | $-13.6$ |
| 29 | 0.97735 | 1.13 | $-1.16\times10^4$ |
| 47 | 0.93934 | 3.03 | $-3.10\times10^4$ |
| 79 | 0.81710 | 9.14 | $-9.35\times10^4$ |

Your weak-field estimate for $Z=79$ is $0.0831$, and the full value is larger by the factor $1.10$. At $Z=29$ the factor is $1.011$. From $Z=1$ to $Z=79$ the fraction grows by a factor of about $6869$, while $Z^2$ grows by $6241$.

Keep amplitude and norm apart when you quote such numbers. At $Z=79$ the amplitude ratio is $b=0.317$, which looks large, but the norm fraction is $0.317^2/(1+0.317^2)=0.091$.

As a numerical check, the radial Dirac Hamiltonian was also diagonalized in a Gaussian basis that contains neither $\gamma$ nor the exponential $e^{-Zr}$. The lowest state above the levels that lie below $-2c^2$ (the negative-energy continuum, with the rest energy subtracted) reproduces all four fractions, with a largest deviation of $1.3\times10^{-6}$ relative to the formula.

**Where the result stops applying**

The numbers belong to systems with a single electron: the hydrogen atom for $Z=1$ and one-electron ions for the larger charges. In an atom or ion with more electrons, the others change the potential, and the derivation no longer applies as it stands. In particular, the 9.14 percent for $Z=79$ says nothing direct about the valence electron of a gold atom. Nuclear recoil and radiative corrections are also left out.

The constant ratio of the two densities depends on the point nucleus. Suppose the potential has a finite value $V_0$ at the center, as it does for a nucleus of finite size, and write $v=i f(r)(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi$. The upper equation becomes $c(f'+2f/r)=(E-V)\varphi$. Near the center, $f=kr$ with constant $k$ gives $3ck=(E-V_0)\varphi(0)$. The small component then vanishes at $r=0$ while the large one does not, so their ratio depends on $r$, and both $(1-\gamma)/2$ and $w=-E/(2c^2)$ become approximations. For $Z=79$ and a uniformly charged sphere of root-mean-square radius $5.44$ fm, $w$ falls from 9.14 to 9.13 percent and $E$ rises by about 49 eV to $-9.34\times10^4$ eV, so the last digit of both table entries changes. For the three lighter charges the digits shown in the table are not affected.

Finally, as $Z\alpha\to1$ the formula gives $\gamma\to0$ and $w\to1/2$. For $Z\alpha>1$ the exponent $s$ is no longer real, and this solution for a point charge ceases to exist.

## Numbers as computed

```
fine-structure constant alpha = 0.007297353 (dimensionless)
electron rest energy = 510998.95 eV
Z = 1: Z alpha = 0.007297, gamma = 0.99997337
  amplitude ratio b = 0.003649
  small-component fraction w = 1.331302e-05 = 0.00133 percent
  w from diagonalization = 1.331302e-05
  1s energy from formula = -13.606 eV
  weak-field estimate (Z alpha)^2/4 = 1.331284e-05
  exact w / weak-field estimate = 1.000013
  w(Z)/w(1) = 1.00, Z^2 = 1
Z = 29: Z alpha = 0.211623, gamma = 0.97735132
  amplitude ratio b = 0.107024
  small-component fraction w = 1.132434e-02 = 1.13243 percent
  w from diagonalization = 1.132434e-02
  1s energy from formula = -11573.450 eV
  weak-field estimate (Z alpha)^2/4 = 1.119610e-02
  exact w / weak-field estimate = 1.011454
  w(Z)/w(1) = 850.62, Z^2 = 841
Z = 47: Z alpha = 0.342976, gamma = 0.93934432
  amplitude ratio b = 0.176851
  small-component fraction w = 3.032784e-02 = 3.03278 percent
  w from diagonalization = 3.032784e-02
  1s energy from formula = -30994.987 eV
  weak-field estimate (Z alpha)^2/4 = 2.940806e-02
  exact w / weak-field estimate = 1.031276
  w(Z)/w(1) = 2278.06, Z^2 = 2209
Z = 79: Z alpha = 0.576491, gamma = 0.81710360
  amplitude ratio b = 0.317258
  small-component fraction w = 9.144820e-02 = 9.14482 percent
  w from diagonalization = 9.144808e-02
  1s energy from formula = -93459.867 eV
  weak-field estimate (Z alpha)^2/4 = 8.308543e-02
  exact w / weak-field estimate = 1.100653
  w(Z)/w(1) = 6869.08, Z^2 = 6241
largest relative residual of Dirac equation = 4.1e-10
largest relative deviation of w = 1.3e-06
largest relative deviation of energy = 5.1e-07
largest relative deviation of local ratio = 3.3e-06
```
